# Second-order Uehling shift of the 2P–2S splitting in muonic hydrogen, part 2

We seek the second-order contribution of the one-loop electron vacuum-polarization (Uehling) potential to $E(2P)-E(2S)$ in muonic hydrogen, for a nonrelativistic muon of reduced mass $\mu$ and a point proton. Set $\hbar=c=1$, with lengths in $a=1/(\mu\alpha)$ and energies in $\mu\alpha^2$. The radial Hamiltonian is $h=-\frac12\frac{d^2}{dr^2}+V_l$, with $V_l=\frac{l(l+1)}{2r^2}-\frac1r$. At $E_0=-1/8$ its normalized solutions are $u=r(2-r)e^{-r/2}/\sqrt8$ (2S) and $u=r^2e^{-r/2}/\sqrt{24}$ (2P).

The perturbation is $gW$, with $g=\alpha/\pi$, $\beta=m_e/(\mu\alpha)$ and

$$W(r)=-\frac{U(r)}r,\qquad U(r)=\int_1^\infty\rho(t)\,e^{-2\beta tr}\,dt, \tag{8}$$

$$\rho(t)=\frac23\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.$$

For $\beta r\ll1$, $U\to\tfrac23(-\ln\beta r-\gamma-\tfrac56)$. Numerically, $U$ is a sum of 320 Yukawa terms.

Expand $E=E_0+ge_1+g^2e_2+g^3e_3+\dots$, with first-order function $u_1$ and $\langle u|u_1\rangle=0$. Then $e_1=\langle u|W|u\rangle$, $e_2=\langle u|W|u_1\rangle$ and $e_3=\langle u_1|W-e_1|u_1\rangle$. With $m=2\beta t$,

$$e_1(2S)=-\int_1^\infty\rho\,\frac{1+2m^2}{4(1+m)^4}\,dt,\qquad e_1(2P)=-\int_1^\infty\frac{\rho}{4(1+m)^4}\,dt .$$

The hand example, 2P with $W=1/r$, gave $e_2=-1/8$. For nodeless $u$, with $F(r)=\int_0^r u^2(W-e_1)\,ds$,

$$e_2=-2\int_0^\infty \frac{F^2}{u^2}\,dr. \tag{2}$$

In general $u_1=\int G'Wu\,dr'$, with the reduced Green function

$$G'(r,r')=u(r_<)w_>(r_>)+w_<(r_<)u(r_>)+c\,u(r)u(r'), \tag{7}$$

where $r_<,r_>$ are the smaller and larger of $r,r'$, and $c$ ensures $\int uG'dr=0$. Here $w_<=uf_<$ is regular at the origin and $w_>=uf_>$ decays at infinity. With $P=\int_0^ru^2ds$ and $Q=1-P$,

$$f_<'=-\frac{2P}{u^2},\qquad f_>'=\frac{2Q}{u^2}. \tag{4}$$

For 2S, $c_{2S}=16\gamma-38$ and

$$f_>=2r-\frac4r+8\ln r-\frac{28}{r-2},$$
$$f_<=f_>+\frac{4e^r}{r-2}+\frac{4e^r}r-8\,\mathrm{Ei}(r).$$

For 2P, $c_{2P}=16\gamma-\tfrac{98}3$ and

$$f_>=2r+8\ln r-\frac{24}r-\frac{24}{r^2}-\frac{16}{r^3},$$
$$f_<=f_>+e^r\Big(\frac{16}{r^3}+\frac8{r^2}+\frac8r\Big)-8\,\mathrm{Ei}(r).$$

## Algorithm A: applying the Green function

Insert (7) into $u_1=\int G'Wu\,dr'$ and split the integral at $r'=r$:

$$u_1(r)=w_>(r)\!\int_0^r\!u^2W+u(r)\!\int_0^r\!uw_<W+w_<(r)\!\int_r^\infty\!u^2W+u(r)\!\int_r^\infty\!uw_>W+c\,e_1u(r). \tag{9}$$

The double integral for $e_2$ has become four running integrals followed by $e_2=\int uWu_1dr$. The steps are these.

1. Divide the axis into panels. To follow $\ln r$, 34 panels, each twice as wide as the one before, cover $r$ from $2^{-34}=5.82\times10^{-11}$ to $1$, so that each lies one panel width away from the singular point. Another 69 panels of unit width reach $r=70$. Each carries 20 Gauss–Legendre nodes $x_i$.
2. Build the matrix $S_{ij}=\int_{-1}^{x_i}\ell_j(x)\,dx$, where $\ell_j$ is the interpolating polynomial equal to $1$ at node $j$ and $0$ at the others. A running integral at a node is the sum over the completed panels plus the half-width times $\sum_jS_{ij}f_j$.
3. Accumulate the two tail integrals from the outer end. By (4), $f_<$ grows as $1/u^2$, so $w_<$ grows as $1/u\sim e^{r/2}$. A tail formed as $e_1-\int_0^ru^2W$ would carry a fixed absolute rounding error that this factor amplifies, whereas a tail summed from outside keeps its relative accuracy.
4. Form $u_1$, then $e_2$ and $e_3$.

Exactly solvable perturbations test (9). For $W=1$ it must give $u_1=G'u=0$ at every $r$, which tests $c$, and the program requires $|u_1|<10^{-9}$ for $0.01<r<30$. For $W=1/r$ both states must give $-1/8$, the hand result, and the tolerance is $10^{-9}$. For $\lambda/r^2$, the perturbation is absorbed in an effective angular momentum $l+\eta$ with $(l+\eta)(l+\eta+1)=l(l+1)+2\lambda$. The series solution $r^{l+\eta+1}e^{-\kappa r}\times$ polynomial of degree $n_r$ terminates when $1/\kappa=n_r+l+\eta+1$, whether or not $\eta$ is an integer, so $E=-1/[2(2+\eta)^2]=-\tfrac18+\tfrac\eta8-\tfrac{3\eta^2}{32}+\dots$. With $k=2l+1$, the equation $\eta^2+k\eta=2\lambda$ gives $\eta=2\lambda/k-4\lambda^2/k^3+\dots$, and $e_2=-1/(2k^3)-3/(8k^2)$. This case weights the region near the origin, as $W$ does, and it is tested to $10^{-7}$. For the Uehling $W$ itself the program tests $e_1$ against the analytic forms to $10^{-12}$, $\langle u|u_1\rangle=0$ to $10^{-10}$, and the 2P value against (2) to a relative $10^{-7}$.

## Algorithm B: solving the radial equation

The second route uses no perturbation theory. Solve $y''=q\,y$ with $q=2(V_l+gW-E)$ and find $E(g)$. On a panel starting at $b$ the unknown is $\phi=y''$ at the nodes. Integrating twice gives $y(r)=y(b)+y'(b)(r-b)+\int_b^r\!\int_b^{s}\phi$, and with half-width $\Delta$ the double integral is $\Delta^2S^2\phi$. The condition $\phi=qy$ becomes the $20\times20$ system

$$(1-q\,\Delta^2S^2)\,\phi=q\,[\,y(b)+y'(b)(r-b)\,].$$

At the panel end $b'$, $y'(b')=y'(b)+\int\phi\,dr$ and $y(b')=y(b)+y'(b)(b'-b)+\int(b'-r)\phi\,dr$, both by Gauss quadrature. Starting from $y=r^{l+1}$ at the innermost point, the solution is carried out to $r=70$, and $E$ is the root of $y(70)=0$ near $-1/8$. Away from an eigenvalue $y(70)$ is dominated by the growing solution, whose coefficient changes sign at the eigenvalue, so a bracketing root finder locates it. At $g=0$ the program requires $-1/8$ to $10^{-12}$ for both states, which tests the wall at $r=70$ and the propagation together. A wrong starting slope at the innermost point $r_0$ would admix the irregular solution $r^{-l}$ with a coefficient of order $r_0^{2l+1}$. For 2S a slope wrong by a factor $s$ shifts the level in magnitude by $\tfrac12u'(0)^2r_0|1-1/s|=1.5\times10^{-11}|1-1/s|$, with $u'(0)^2=\tfrac12$, so the test detects errors larger than about 7%, while for 2P the admixture is far too small to be seen or to matter.

At the physical coupling the wanted term is $g^2e_2\approx(2.32\times10^{-3})^2\times5.6\times10^{-3}=3.0\times10^{-8}$ in energy units, and it would have to be separated from $ge_1$ and $g^3e_3$ with a single eigenvalue. It is better to treat $g$ as a free parameter. This needs $E(g)$ to be smooth through $g=0$ for both signs. The function $W\sim\ln r/r$ is square integrable in three dimensions, so by the Kato–Rellich theory it is bounded relative to the kinetic energy with arbitrarily small bound, and an isolated eigenvalue is analytic in $g$ near zero. The theorem does not give the radius of convergence here. The agreement with Algorithm A below shows that the couplings used lie in a usable range.

Compute $E$ at $g=j\delta$, $j=-3,\dots,3$, with $\delta=0.03$, and interpolate by a polynomial of degree six. The leading truncation error in $e_2$ comes from $e_8$. On the seven nodes $j(j^2-1)(j^2-4)(j^2-9)=j^7-14j^5+49j^3-36j$ vanishes, so $j^8=14j^6-49j^4+36j^2$ there, and the term $e_8\delta^8j^8$ adds $36\delta^6e_8=2.6\times10^{-8}e_8$ to the fitted $e_2$. The odd term $j^7$ does not affect it. The fitted $e_2$ weights the eigenvalues at $|j|=0,1,2,3$ with $-\tfrac{49}{36},\tfrac34,-\tfrac3{40},\tfrac1{180}$ divided by $\delta^2$, so a rounding error $\epsilon$ in each enters as at most $3.02\,\epsilon/\delta^2$, about $3\times10^3\epsilon$. Neither $e_8$ nor $\epsilon$ is computed here. The asserted agreement with Algorithm A to $10^{-8}$ in $e_2$ is the evidence that at $\delta=0.03$ both errors are small enough.

## Muonic hydrogen in numbers

With $m_\mu=105.658376$ MeV and $m_p=938.272089$ MeV,

$$\mu=\frac{105.658376\times938.272089}{105.658376+938.272089}=94.964471\ \text{MeV}.$$

With $1/\alpha=137.035999$ and $m_e=0.51099895$ MeV, $\beta=0.51099895\times137.035999/94.964471=0.7373837$, the length unit is $a=284.7475$ fm, and $\mu\alpha^2=94.964471\ \text{MeV}/137.035999^2=5056986.7$ meV. With $g=2.32281946\times10^{-3}$ the factors for the three orders are $g\mu\alpha^2=11746.467$ meV, $g^2\mu\alpha^2=27.28492$ meV and $g^3\mu\alpha^2=0.063378$ meV.

| coefficient | 2S | 2P |
|---|---|---|
| $e_1$ | $-0.0186936175$ | $-0.0012409335$ |
| $e_2$ | $-0.0056134920$ | $-0.0000830898$ |
| $e_3$ | $-0.00117518$ | $-0.00000703$ |

Both algorithms print the same digits. The asserted absolute tolerances are $10^{-9}$, $10^{-8}$ and $10^{-6}$ for $e_1$, $e_2$, $e_3$. The two routes share the grid and the tabulated $W$, so their agreement tests the Green function and the perturbation formulas, while $W$ rests on its own tests.

In first order, $11746.467\times(-0.0186936175)=-219.5840$ meV and $11746.467\times(-0.0012409335)=-14.5766$ meV, with difference $-14.5766+219.5840=205.0074$ meV. In second order, $27.28492\times(-0.0056134920)=-0.153164$ meV for 2S and $27.28492\times(-0.0000830898)=-0.002267$ meV for 2P. Both levels go down, 2S more, so the splitting grows:

$$\Delta E^{(2)}(2P-2S)=27.28492\ \text{meV}\times0.005530402=0.15090\ \text{meV}=36.487\ \text{GHz}\times h,$$

with $h$ here Planck's constant. This is $0.151$ meV to three figures and $7.36\times10^{-4}$ of the first-order splitting.

Algorithm B can be followed by hand with three points. Odd powers cancel in the symmetric sum, so $[E(\delta)+E(-\delta)-2E_0]/2\delta^2=e_2+\delta^2e_4+\dots$. For 2S,

$$\frac{-0.124444211924-0.125565892428+0.25}{2\times0.0009}=\frac{-1.0104352\times10^{-5}}{0.0018}=-0.00561353,$$

which differs from $e_2$ by $7\times10^{-6}$ of $e_2$. For 2P the numerator is $-0.124962846586-0.125037302977+0.25=-1.49563\times10^{-7}$, giving $-0.00008309$. The difference $0.00553044$ times $27.28492$ meV is again $0.15090$ meV. The antisymmetric combination for 2S is $[E(\delta)-E(-\delta)]/2\delta=-0.001121680504/0.06=-0.0186946751$, to be compared with $e_1+\delta^2e_3=-0.0186936175-0.0009\times0.00117518=-0.0186946752$.

The third order is $0.063378\times(-0.00117518)=-0.0000745$ meV for 2S and $-0.0000004$ meV for 2P, or $0.000074$ meV in the splitting. A single radial solution at the physical $g$, with $E_0+ge_1$ subtracted, gives $-0.153238$ meV for 2S and $-0.002268$ meV for 2P. These match $-0.153164-0.0000745$ and $-0.002267-0.0000004$ within the printed rounding, and the program asserts the match to $2\times10^{-6}$ meV. A direct solution at the physical coupling therefore contains the third order, which must not be added a second time.

## Which intermediate states produce the 2S shift

In the spectral form, $e_2=\sum_k|\langle k|W|2S\rangle|^2/(E_0-E_k)$. The 1S state lies below and contributes with a positive sign, all others with a negative sign, so the sign of the total is not fixed in advance as it is for 2P. With $u_{n0}=2n^{-5/2}re^{-r/n}L^1_{n-1}(2r/n)$, the 1S term is $+0.21719$ meV. For large $n$, $u_{n0}$ within the range of $W$ tends to $n^{-3/2}$ times a fixed function, because $L^1_{n-1}(0)=n$ and the energy $-1/2n^2$ becomes negligible in the radial equation. The terms fall as $n^{-3}$, and a sum to $N=200$ with the tail $\sum_{n>N}n^{-3}\approx1/[2(N+\tfrac12)^2]$ gives $-0.06888$ meV for $n\ge3$. The bound states together give $0.21719-0.06888=+0.14831$ meV, opposite in sign to the full $-0.153164$ meV. The remainder, $-0.30148$ meV, belongs to the continuum. It is obtained by subtraction and is not computed independently, and the program asserts only the signs of the three parts. It is about twice the final result in magnitude.

## Limits of the result

The coefficients $e_k$ depend on $\beta$ alone, and the closed forms for $G'$ serve the $n=2$ levels of any point-nucleus exotic atom. For reduced mass $\mu$ and charge $Z$ the length unit is $a=1/(\mu Z\alpha)$, the energy unit is $\mu(Z\alpha)^2$ and $\beta=m_e/(\mu Z\alpha)$, with $g=\alpha/\pi$ unchanged. For $\beta\ll1$ the potential over the orbit is dominated by $W\approx-\Lambda/r$ with $\Lambda=\tfrac23\ln(1/\beta)$. By the hand example this gives $e_2\to-\Lambda^2/8$ for both states, so the squared logarithm cancels in the 2P–2S difference. This holds to leading logarithm only. Corrections are of relative order $1/\Lambda$, so the limit is approached very slowly, and a term linear in $\Lambda$, from the cross term with the $\tfrac23\ln r/r$ part of $W$, survives in the difference. For $\beta\gg1$ every $m$ is large, the first-order integrands tend to $-\rho/2m^2$ for 2S and $-\rho/4m^4$ for 2P, and the P state decouples, reflecting $u^2\propto r^{2l+2}$ inside the range of the potential.

The Schrödinger treatment requires the range $1/2m_e$ of the potential to be long compared with the Compton wavelength $1/\mu$ of the bound particle. Here the ratio of the two lengths is $\mu/2m_e=94.96/(2\times0.511)=93$. In ordinary hydrogen $\mu\approx m_e$, the two lengths are comparable, momenta of order $m_e$ enter the intermediate states, and this second-order formula is no longer a controlled approximation. In muonic hydrogen relativistic corrections are of relative order $\alpha^2=5.3\times10^{-5}$. Multiplied by $0.151$ meV this factor gives $8\times10^{-6}$ meV, but the numerical coefficient in front of it is not computed here and can be several times larger than one. The last digit of $0.15090$ meV and the last two of $36.487$ GHz therefore characterize the model and not the atom. Applied to the first-order $205$ meV the same factor gives a scale of order $0.01$ meV. This is a separate term that a budget at the $0.001$ meV level must contain, along with others such as the Källén–Sabry potential, the muon self-energy, recoil, and the terms that involve the proton size. For heavy nuclei, where $Z\alpha$ is not small or the orbit approaches the nuclear radius, the Coulomb Green function of a point charge is the wrong zeroth order, and for a bound muon the radial solution has to be carried out with the Dirac equation and an extended charge distribution.

## Calculated quantities

```
m_e = 0.51099895 MeV, m_mu = 105.658376 MeV, m_p = 938.272089 MeV
1/alpha = 137.035999, g = alpha/pi = 2.32281946e-03
reduced mass mu = 94.964471 MeV
beta = 0.7373837
length unit a = 284.7475 fm
energy unit mu alpha^2 = 5056986.7 meV
g unit = 11746.467 meV, g^2 unit = 27.28492 meV, g^3 unit = 0.063378 meV
grid: 103 panels x 20 nodes, r = 5.82e-11 to 70 a; 320 Yukawa terms
U(r = 0.1 a) = 0.9084377
U(r = 1.0 a) = 0.0533947
U(r = 2.0 a) = 0.0063274
2S: f<(0) = 11.3822747, c = -28.7645494
2S: E(-delta), E(+delta) = -0.124444211924, -0.125565892428 (unit; delta = 0.03)
2S: e1 quadrature = -0.0186936175, radial = -0.0186936175
2S: e2 Green = -0.0056134920, radial = -0.0056134920
2S: e3 Green = -0.00117518, radial = -0.00117518
2S: first order = -219.5840 meV
2S: second order = -0.153164 meV
2S: third order = -0.0000745 meV
2S: radial solution at g, beyond first order = -0.153238 meV
2P: f<(0) = 10.0489413, c = -23.4312160
2P: E(-delta), E(+delta) = -0.124962846586, -0.125037302977 (unit; delta = 0.03)
2P: e1 quadrature = -0.0012409335, radial = -0.0012409335
2P: e2 Green = -0.0000830898, radial = -0.0000830898
2P: e3 Green = -0.00000703, radial = -0.00000703
2P: first order = -14.5766 meV
2P: second order = -0.002267 meV
2P: third order = -0.0000004 meV
2P: radial solution at g, beyond first order = -0.002268 meV
2P: e2 Dalgarno-Lewis = -0.0000830898
2S second order from 1S = 0.21719 meV
2S second order from bound n>=3 = -0.06888 meV
2S second order from continuum (remainder) = -0.30148 meV
2P-2S first order = 205.0074 meV
2P-2S e2 difference = 0.005530402
2P-2S second order, Green = 0.15090 meV = 36.487 GHz
2P-2S second order, radial = 0.15090 meV
2P-2S third order = 0.000074 meV
second order / first order = 7.361e-04
```
